# The Mintmire–White universal density of states of nanotubes

## From the subbands to the density of states

The tube has hopping \(t\), bond length \(a\), diameter \(d\) and circumference vector \(\mathbf C=n\mathbf a_1+m\mathbf a_2\), and \(\nu=(n-m)\bmod3\). Here \(\mathbf a_{1,2}=a(\tfrac32,\pm\tfrac{\sqrt3}{2})\), and the three bond vectors \(\boldsymbol\delta_j\) have length \(a\) and point at the angles \(\theta_1=0\), \(\theta_2=-120^\circ\), \(\theta_3=120^\circ\). The sheet energy is \(t|f|\) with \(f=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}\). It vanishes at the two valleys \(\pm\mathbf K\), with \(\mathbf K=(0,4\pi/(3\sqrt3a))\), where \(\mathbf K\cdot\boldsymbol\delta_j=\theta_j\). Let \(q\) and \(\varphi\) be the length and angle of the wavevector measured from \(\mathbf K\). Expanding the exponentials to second order gives \(f\approx\tfrac32iaqe^{i\varphi}-\tfrac38a^2q^2e^{-2i\varphi}=\tfrac32iaqe^{i\varphi}[1+\tfrac i4aqe^{-3i\varphi}]\), so that \(E=\hbar vq\,[1+\tfrac14aq\sin3\varphi]\) with \(\hbar v=\tfrac32at\). At \(-\mathbf K\) the warping term and the allowed wavevectors both change sign, so that valley repeats the same energies. The wavevector used below is the one measured from \(\mathbf K\). Its component \(p\) along \(\mathbf C\) takes the values \(2/(3d)\) times \(3\ell-(n-m)\), with integer \(\ell\), and its component \(\kappa\) along the axis is free. When warping is neglected, the subbands are

\[
E=\sqrt{\varepsilon_j^2+(\hbar v\kappa)^2},\qquad \varepsilon_j=|3j-\nu|\,\frac{at}{d},
\]

with \(j\) running over all integers, together with their mirror images at negative energy.

Take one subband, one valley and one spin. The states between zero and \(E>\varepsilon_j\) are those with \(|\kappa|<\kappa_E\), where \(\hbar v\kappa_E=\sqrt{E^2-\varepsilon_j^2}\). An interval \(d\kappa\) holds \(d\kappa/2\pi\) states per unit length, so their number per unit length is

\[
\frac{2\kappa_E}{2\pi}=\frac{\sqrt{E^2-\varepsilon_j^2}}{\pi\hbar v}.
\]

Two spins and two valleys multiply this by four, and the prefactor becomes

\[
\frac{4}{\pi\hbar v}=\frac{4}{\pi}\cdot\frac{2}{3at}=\frac{8}{3\pi ta}.
\]

The number of states per unit length between zero and \(E\) is therefore

\[
N(E)=\frac{8}{3\pi ta}\sum_{\varepsilon_j<E}\sqrt{E^2-\varepsilon_j^2}.
\]

Its derivative is the density of states. Written so that it holds for both signs of the energy, it is

\[
D(E)=\frac{8}{3\pi ta}\sum_{\varepsilon_j<|E|}\frac{|E|}{\sqrt{E^2-\varepsilon_j^2}} .
\]

This density of states is universal in the following sense. Measured in the scaled energy \(X=Ed/(at)\), the sum is \(\sum_j|X|/\sqrt{X^2-(3j-\nu)^2}\). In the cone approximation, then, all metallic tubes share one curve and all semiconducting tubes share another, whatever their rolling direction.

In a metallic tube the term with \(\varepsilon_0=0\) equals one at every energy. Below the next edge, \(|E|<3at/d\), it is the sole term, and

\[
D=\frac{8}{3\pi ta}.
\]

As long as the three hoppings are equal, this plateau belongs to every tube with \(n-m\) divisible by three; unequal hoppings are taken up at the end. In the other tubes no term contributes for \(|E|<at/d\), and there is a gap of width \(2at/d\) in place of the plateau.

Just above a nonzero edge, \(E^2-\varepsilon_j^2=(E-\varepsilon_j)(E+\varepsilon_j)\approx2\varepsilon_j(E-\varepsilon_j)\), so one term of the sum behaves as

\[
\frac{E}{\sqrt{E^2-\varepsilon_j^2}}\approx\sqrt{\frac{\varepsilon_j}{2}}\;\frac{1}{\sqrt{E-\varepsilon_j}} .
\]

The cause is the flat bottom of the subband, where a small range of energy covers a wide range of \(\kappa\). The peak is infinitely high but holds a finite number of states. Within a small energy \(\Delta\) above the edge, the newly opened subband adds about \(\sqrt{2\varepsilon_j\Delta}\) to the sum in \(N(E)\). In a metallic tube \(j\) and \(-j\) have the same edge, and the peak has twice this weight.

The peak energies are proportional to \(1/d\), but they are not all evenly spaced. Metallic peaks lie at \(3,6,9,\dots\) units of \(at/d\), and semiconducting peaks at \(1,2,4,5,7,\dots\) units, with steps that alternate between one and two. The distance from the first peak below zero to the first peak above it is \(6at/d\) in a metallic tube and \(2at/d\) in a semiconducting one.

For a very wide tube the number of states must return to that of the sheet. If \(E\) is large compared with \(at/d\), though still small compared with \(t\), many subbands contribute, and the sum over \(j\) may be replaced by an integral over \(s=3jat/d\), with \(dj=d\,ds/(3at)\):

\[
N(E)\approx\frac{8}{3\pi ta}\cdot\frac{d}{3at}\int_{-E}^{E}\sqrt{E^2-s^2}\,ds
=\frac{8}{3\pi ta}\cdot\frac{d}{3at}\cdot\frac{\pi E^2}{2}=\frac{4dE^2}{9a^2t^2}=\frac{dE^2}{(\hbar v)^2}.
\]

The derivative, \(2dE/(\hbar v)^2\), is the density of states averaged over many peaks. The peaks themselves remain, but they move closer together as the tube widens. For the flat sheet, the four cones contain \(4\pi q^2/(2\pi)^2=E^2/[\pi(\hbar v)^2]\) states per unit area up to \(E\). Multiplied by the circumference \(\pi d\), this is again \(dE^2/(\hbar v)^2\). The peaks and the plateau are the trace left by a finite circumference on the linear density of states of the sheet.

The density is sometimes wanted per site. Two sites share the cell area \(|\mathbf a_1\times\mathbf a_2|=\tfrac{3\sqrt3}{2}a^2\), so a unit length of tube has \(4\pi d/(3\sqrt3a^2)\) sites. The plateau per site is

\[
\frac{8}{3\pi ta}\cdot\frac{3\sqrt3\,a^2}{4\pi d}=\frac{2\sqrt3\,a}{\pi^2td}.
\]

It falls as \(1/d\), because a wider tube spreads the same metallic states over more sites.

The size of the warping correction can also be found. Let \(\theta\) be the angle of \(\mathbf C\) from the \(x\) axis, which is \(0\) for armchair tubes and \(30^\circ\) for zigzag tubes \((n,0)\). Put \(p=q\cos\chi\), \(\kappa=q\sin\chi\) and \(\varphi=\theta+\chi\). Squaring the energy to first order in \(aq\), and using \(q^3\cos3\chi=p^3-3p\kappa^2\) and \(q^3\sin3\chi=3p^2\kappa-\kappa^3\), we obtain

\[
\frac{E^2}{(\hbar v)^2}=p^2+\kappa^2+\frac a2\left[(p^3-3p\kappa^2)\sin3\theta+(3p^2\kappa-\kappa^3)\cos3\theta\right].
\]

The term linear in \(\kappa\) moves the minimum slightly away from \(\kappa=0\), but it changes the energy there at second order only. To first order the edge is found by setting \(\kappa=0\) and taking the square root. Since \(a|p|/4=\varepsilon/(6t)\),

\[
E_{\text{edge}}\approx\varepsilon\left[1\pm\frac{\varepsilon}{6t}\sin3\theta\right],
\]

with the sign of \(p\). At this order the relative shift is largest for zigzag tubes, where it is \(\varepsilon/(6t)\), and vanishes for armchair tubes. In a metallic tube the lines \(j\) and \(-j\) have opposite \(p\), so a double peak splits in two unless the tube is armchair.

The plateau is less sensitive. On the line \(p=0\) the energy is \(\hbar v|\kappa|\,(1-\tfrac14a\kappa\cos3\theta)\). Solved for the two wavevectors at energy \(E\), this gives

\[
|\kappa_\pm|=\frac{E}{\hbar v}\pm\frac{a\cos3\theta}{4}\left(\frac{E}{\hbar v}\right)^2 .
\]

The corrections cancel in the sum \(|\kappa_+|+|\kappa_-|\), which fixes the number of states. The plateau is therefore free of first-order warping for every metallic tube in this model.

For numbers, take the round parameters \(t=3\) eV and \(a=0.15\) nm, which are not meant to describe a particular material. Then \(at=0.45\) eV nm, \(\hbar v=0.675\) eV nm, and the plateau is

\[
\frac{8}{3\pi\times0.45}=1.886\ \text{per eV and nm}.
\]

Compare the metallic tube \((10,10)\) with the semiconducting tube \((17,0)\). Their diameters are nearly equal:

\[
d_{(10,10)}=\frac{\sqrt3\times0.15\times\sqrt{300}}{\pi}=1.432\ \text{nm},\qquad
d_{(17,0)}=\frac{\sqrt3\times0.15\times17}{\pi}=1.406\ \text{nm}.
\]

The energy units \(at/d\) are \(0.314\) eV and \(0.320\) eV. The metallic tube has its first nonzero edge at \(3\times0.314=0.942\) eV, and the first peaks below and above zero energy are \(1.885\) eV apart. The semiconducting tube has edges at \(0.320\), \(0.640\) and \(1.280\) eV and a gap of \(0.640\) eV. The \((10,10)\) tube has \(154\) sites per nanometre, so its plateau is \(0.0123\) states per eV and site.

These values can be set beside those of the full cosine bands \(E=t|f|\). For an armchair tube \(k_x=2\pi\ell/(3na)\) and \(|f|^2=1+4c\cos(\pi\ell/n)+4c^2\) with \(c=\cos(\sqrt3k_ya/2)\). The minimum, at \(c=-\tfrac12\cos(\pi\ell/n)\), is \(\sin^2(\pi\ell/n)\). For \((10,10)\) and \(\ell=\pm1\) the edge is \(t\sin(\pi/10)=0.927\) eV, which is \(1.6\%\) below the cone value. For \((17,0)\), minimizing the full energy numerically along each allowed line gives \(0.326\), \(0.616\) and \(1.358\) eV. The first and third edges are raised and the second is lowered. This is the predicted pattern, because \(3\ell-17\) takes the values \(+1,-2,+4\) for \(\ell=6,5,7\). The first-order shift of the lowest edge is \(0.320/18=1.8\%\), which gives \(0.326\) eV.

For the density of states, sum the terms at an energy between two edges. In the semiconducting tube at \(1.5\) units, \(E=0.480\) eV, one subband contributes:

\[
D=1.886\times\frac{1.5}{\sqrt{1.5^2-1}}=2.53\ \text{per eV and nm}.
\]

At \(3\) units, \(E=0.960\) eV, there are two:

\[
D=1.886\left[\frac{3}{\sqrt{9-1}}+\frac{3}{\sqrt{9-4}}\right]=4.53\ \text{per eV and nm}.
\]

In the metallic tube at \(4\) units, \(E=1.257\) eV, the plateau and one double peak add up to

\[
D=1.886\left[1+\frac{2\times4}{\sqrt{16-9}}\right]=7.59\ \text{per eV and nm}.
\]

The corresponding values for the full bands were found by placing \(\kappa\) on a fine uniform grid, counting the states within \(0.1\) unit on either side of \(E\), and dividing by the width of that window. For \((10,10)\) they are \(1.90\) on the plateau, at \(E=0.471\) eV, and \(7.66\) at \(4\) units. The small excess on the plateau is a second-order effect. On the line \(\ell=0\) the energy is \(E=t|1+2\cos u|\) with \(u=\sqrt3k_ya/2\), so \(\cos u=(-1\pm e)/2\) with \(e=E/t\), and the slope is \(\sqrt3\,at\sin u=\hbar v\sqrt{1\pm\tfrac23e-\tfrac13e^2}\). Averaging the inverse slope over the two branches gives the factor \(1+\tfrac16e^2+\tfrac16e^2=1+E^2/(3t^2)=1.008\), which agrees with the count.

For \((17,0)\) the full bands give \(2.73\) and \(4.41\) per eV and nm, which is \(8\%\) above and \(3\%\) below the universal formula. Warping accounts for the larger difference. With \(\sin3\theta=1\) and \(\cos3\theta=0\), the warped energy can be solved for \(\kappa\):

\[
\kappa^2\left(1-\frac{3ap}{2}\right)=\frac{E^2-E_{\text{edge}}^2}{(\hbar v)^2},\qquad
E_{\text{edge}}^2=\varepsilon^2\left(1+\frac{ap}{2}\right).
\]

Each term of the density of states then becomes

\[
\frac{E}{\sqrt{(1-3ap/2)\,(E^2-E_{\text{edge}}^2)}} .
\]

For the lowest subband \(ap=2\varepsilon/(3t)=0.071\). The first factor under the root is \(0.893\) and the edge energy is \(0.326\) eV, so at \(E=0.480\) eV the term is \(1.44\), where the cone gave \(1.34\). The density rises to \(2.72\) per eV and nm, close to the full-band value. The count \(2.73\) lies about \(0.4\%\) higher because it averages a curved function over the window; at this energy itself the full bands also give \(2.72\). A relative energy shift of two per cent thus becomes a larger change in the density of states, because the subband is also flattened and \(E\) is not far above the edge.

Since \(ap\) is proportional to \(a/d\), the first-order correction at a fixed scaled energy falls as \(1/d\). For the tube \((68,0)\), four times as wide, the same count gives densities about \(2\%\) above the formula at \(1.5\) units and \(1.1\%\) below it at \(3\) units. Not all of the \(2\%\) is warping. Expanding the term above at \(1.5\) units gives a relative change \((\tfrac34+\tfrac15)ap=1.7\%\) for \(ap=0.018\), and averaging the formula itself over the counting window gives \((\sqrt{1.56}-\sqrt{0.96})/0.2=1.346\) in place of \(1.342\), which adds \(0.3\%\). The deficit at \(3\) units falls by less than a factor of four, so terms beyond first order are not negligible in \((17,0)\).

A chiral tube shows how far the rolling direction matters. The tube \((14,5)\) has \(n-m=9\) and is metallic. Its full-band density of states at \(1.5\) units is \(1.90\) per eV and nm, again close to the plateau value. Its first double edge, at \(0.957\) eV on the cone, is split into \(0.911\) and \(0.981\) eV. The vector \(\mathbf C\) lies at \(\theta=15.3^\circ\), so the first-order splitting is \(2\varepsilon^2\sin(3\theta)/(6t)=0.073\) eV, near the \(0.070\) eV found.

One assumption made in rolling the sheet deserves a closer look, namely that all three hoppings stay equal. On a curved surface they may differ. If the hopping along \(\boldsymbol\delta_j\) is \(t+\tau_j\), with small \(\tau_j\), then near \(\mathbf K\)

\[
tf\;\to\;\frac32\,iat\,q\,e^{i\varphi}+\sum_j\tau_je^{i\theta_j}.
\]

The zero of energy moves from \(q=0\) to

\[
q\,e^{i\varphi}=\frac{2i}{3at}\sum_j\tau_je^{i\theta_j}.
\]

In an armchair tube \(\boldsymbol\delta_2\) and \(\boldsymbol\delta_3\) are mirror images, so \(\tau_2=\tau_3\) and the sum is the real number \(\tau_1-\tau_2\). The zero then moves along \(y\), the tube axis. It stays on the allowed line, and the tube remains metallic. In a metallic zigzag tube \((n,0)\), \(\boldsymbol\delta_3\) lies along the axis and \(\tau_1=\tau_2\). The sum is \((\tau_3-\tau_1)e^{i\theta_3}\), and the factor \(i\) turns the displacement by \(90^\circ\), into the direction around the tube. The zero leaves the allowed line, and a gap of \(2|\tau_3-\tau_1|\) opens in the middle of the plateau. The edges of this gap carry inverse-square-root peaks of their own, and the plateau survives at energies well above this small gap and below the next peak. In general the gap is \(2\hbar v|p_0|\), where \(p_0\) is the component of the displacement along \(\mathbf C\). If \(\tau_j\) is proportional to \(\cos^2(\theta_j-\theta)\), the squared component of the bond around the tube, then the sum is proportional to \(e^{-2i\theta}\) and \(p_0\) to \(\sin3\theta\), so chiral tubes with \(n-m\) divisible by three are gapped as well. The same displacement moves every other edge by \(\hbar v|p_0|\), up or down according to the sign of \(p\). Curvature can be expected to give \(\tau_j\) of order \(ta^2/d^2\), the same order as the warping shift \(\varepsilon^2/(6t)=ta^2/(6d^2)\) of the lowest semiconducting edge. The warped edges found above are therefore those of the equal-hopping model, not the whole \(1/d^2\) correction of a real tube.

The model also leaves out the overlap of neighbouring orbitals, hopping to more distant sites and the interaction between electrons. The peak separations given here are therefore differences of one-electron energies in this model, and they should not be read as measured optical transition energies.

All numerical values are calculated from the stated model.
